# Restricted Mean Field Misses Coulomb Blockade in a Spin-Degenerate Level: verification in Python

```python
"""
Result under test: a spin-degenerate level (energy eps, charging energy U),
weakly and equally coupled to two leads, carries 2/3 of its full current while
eps is in the bias window and eps+U is above it. Restricted mean field (RMF)
instead gives a ramp over the first half of that plateau and the full current
over the second half; at zero bias it has a maximum in the blockade valley.

Symbols: gamma = tunnelling rate per spin and per lead; mu_L = V/2 = -mu_R;
kT = thermal energy; n = occupation per spin; P2 = double occupation.
Energies in meV, bias V in mV, currents in units of e*gamma unless stated.
UMF = mean field with the two spin occupations allowed to differ.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

EPS, U, KT, HGAMMA = 2.0, 10.0, 0.1, 0.001


def fermi(energy, mu, kT):
    return expit((mu - energy) / kT)


def master(V, eps=EPS, u=U, kT=KT, rates=(1.0, 1.0)):
    """Stationary state of the four-state rate matrix: current, n, P2."""
    moves = [(0, 1, eps), (0, 2, eps), (1, 3, eps + u), (2, 3, eps + u)]
    mus = (V / 2, -V / 2)
    W = np.zeros((4, 4))
    for a, b, energy in moves:
        for g, mu in zip(rates, mus):
            up = g * expit((mu - energy) / kT)
            down = g * expit((energy - mu) / kT)
            W[b, a] += up
            W[a, a] -= up
            W[a, b] += down
            W[b, b] -= down
    W[3] = 1.0
    p = np.linalg.solve(W, np.array([0.0, 0.0, 0.0, 1.0]))
    current = 0.0
    for a, b, energy in moves:
        x = (mus[0] - energy) / kT
        current += rates[0] * (expit(x) * p[a] - expit(-x) * p[b])
    return current, p[1] + p[3], p[3]


def master_formula(V, eps, u, kT):
    """Closed formula for equal couplings: current and n."""
    l0, r0 = fermi(eps, V / 2, kT), fermi(eps, -V / 2, kT)
    l1, r1 = fermi(eps + u, V / 2, kT), fermi(eps + u, -V / 2, kT)
    F0, F1 = (l0 + r0) / 2, (l1 + r1) / 2
    n = F0 / (1 + F0 - F1)
    return (1 - n) * (l0 - r0) + n * (l1 - r1), n


def rmf(V, eps=EPS, u=U, kT=KT):
    """Self-consistent restricted mean field, narrow level: current, n."""
    def mean_f(energy):
        return (fermi(energy, V / 2, kT) + fermi(energy, -V / 2, kT)) / 2
    n = brentq(lambda m: m - mean_f(eps + u * m), 0, 1, xtol=1e-14)
    level = eps + u * n
    return fermi(level, V / 2, kT) - fermi(level, -V / 2, kT), n


def umf(V):
    """Unrestricted mean field, started from a spin-polarized guess."""
    def mean_f(energy):
        return (fermi(energy, V / 2, KT) + fermi(energy, -V / 2, KT)) / 2
    nu, nd = 0.5, 0.0
    for _ in range(300):
        nu = mean_f(EPS + U * nd)
        nd = mean_f(EPS + U * nu)
    assert abs(nu - mean_f(EPS + U * nd)) < 1e-10
    total = 0.0
    for other in (nu, nd):
        level = EPS + U * other
        total += (fermi(level, V / 2, KT) - fermi(level, -V / 2, KT)) / 2
    return total, nu, nd


# Lorentzian average by quadrature: energy = level + hbar*gamma*tan(theta)
M = 20000
SHIFT = HGAMMA * np.tan(np.pi * ((np.arange(M) + 0.5) / M - 0.5))


def landauer_rmf(V, u):
    """Mean-field Landauer current with the level's finite width kept."""
    def lead_average(level, mu):
        return np.mean(fermi(level + SHIFT, mu, KT))

    def gap(m):
        level = EPS + u * m
        return m - (lead_average(level, V / 2)
                    + lead_average(level, -V / 2)) / 2
    n = brentq(gap, 0, 1, xtol=1e-13)
    level = EPS + u * n
    return lead_average(level, V / 2) - lead_average(level, -V / 2)


def decay_rate(channels):
    """Exact decay of one state into a flat band, rate in units of gamma.
    channels=2: empty orbital, filled lead, infinite U (either spin enters).
    channels=1: one electron in the orbital, empty lead."""
    levels, width = 600, 100.0
    band = np.linspace(-width / 2, width / 2, levels)
    spacing = band[1] - band[0]
    hop = np.sqrt(spacing / (2 * np.pi))
    H = np.diag(np.concatenate([[0.0]] + [band] * channels))
    H[0, 1:] = hop
    H[1:, 0] = hop
    energy, vec = np.linalg.eigh(H)
    weight = vec[0] ** 2
    prob = [abs(np.sum(weight * np.exp(-1j * energy * t))) ** 2
            for t in (0.5, 1.5)]
    return np.log(prob[0] / prob[1])


# Microscopic entry and exit rates
rate_in, rate_out = decay_rate(2), decay_rate(1)
assert abs(rate_in - 2) < 0.06
assert abs(rate_out - 1) < 0.03

# Closed solution against the rate matrix at varied parameters
rng = np.random.default_rng(4)
for _ in range(40):
    e, u, v, t = (rng.uniform(-4, 4), rng.uniform(0, 6),
                  rng.uniform(-12, 12), rng.uniform(0.4, 2))
    direct, closed = master(v, e, u, t), master_formula(v, e, u, t)
    assert abs(direct[0] - closed[0]) < 1e-9
    assert abs(direct[1] - closed[1]) < 1e-9

# Plateau, full current, unequal couplings, and the symmetric point
plateau, n_me, p2_me = master(20.0)
full = master(40.0)[0]
assert abs(plateau / full - 2 / 3) < 1e-6
assert abs(n_me - 1 / 3) < 1e-6 and p2_me < 1e-6
for gl, gr in ((1.0, 3.0), (3.0, 1.0)):
    assert abs(master(15.0, rates=(gl, gr))[0]
               - 2 * gl * gr / (2 * gl + gr)) < 1e-6
assert master(8.0, eps=-U / 2)[0] < 1e-3
assert master(12.0, eps=-U / 2)[0] > 0.999

# Step shape and ramp shape against the numerical solutions
for v in (3.7, 4.0, 4.3):
    boltz = np.exp((EPS - v / 2) / KT)
    assert abs(master(v)[0] - (2 / 3) / (1 + 2 * boltz / 3)) < 1e-8
for v in (5.0, 7.0, 9.0, 12.0, 13.5):
    x = rmf(v)[0]
    mu_back = EPS + U * x / 2 + KT * np.log(x / (1 - x))
    assert abs(mu_back - v / 2) < 1e-7
cross = brentq(lambda v: rmf(v)[0] - 2 / 3, 4, 14)
assert abs(cross - 2 * (EPS + U / 3 + KT * np.log(2))) < 1e-6


def width_10_90(solver, top, kT):
    ends = [brentq(lambda v: solver(v, kT=kT)[0] - y * top, 0, 18)
            for y in (0.1, 0.9)]
    return ends[1] - ends[0]


widths = {}
for t in (KT, KT / 2):
    w_step = width_10_90(master, 2 / 3, t)
    w_ramp = width_10_90(rmf, 1.0, t)
    assert abs(w_step - 4 * t * np.log(9)) < 1e-5
    assert abs(w_ramp - 0.8 * U - 4 * t * np.log(9)) < 1e-5
    widths[t] = (w_step, w_ramp)

# Narrow-level limit against Landauer quadrature with finite width
for v in (6.0, 9.0, 12.0, 20.0):
    assert abs(landauer_rmf(v, U) - rmf(v)[0]) < 2e-3
assert abs(landauer_rmf(4.1, 0.0) - master(4.1, u=0.0)[0]) < 5e-3

# Unrestricted mean field: half current, then full current
assert abs(umf(9.0)[0] - 0.5) < 1e-6
assert abs(umf(20.0)[0] - 1.0) < 1e-6


def conductance(solver, eps, u=U):
    """Zero-bias conductance in e^2*gamma/kT by central difference."""
    d = 1e-3
    return KT * (solver(d, eps=eps, u=u)[0]
                 - solver(-d, eps=eps, u=u)[0]) / (2 * d)


def sequential_g(eps, u):
    f0, f1 = fermi(eps, 0, KT), fermi(eps + u, 0, KT)
    h0, h1 = expit(eps / KT), expit((eps + u) / KT)
    n = f0 / (h1 + f0)
    return (1 - n) * f0 * h0 + n * f1 * h1


best = minimize_scalar(lambda e: -conductance(master, e),
                       bounds=(-0.3, 0.3), method="bounded")
g_peak = -best.fun
assert abs(g_peak - (3 - 2 * np.sqrt(2))) < 1e-4
g_test = conductance(master, -1.0, 2.0)
assert abs(g_test / sequential_g(-1.0, 2.0) - 1) < 1e-3
g_valley = sequential_g(-U / 2, U)
assert abs(g_valley / np.exp(-U / (2 * KT)) - 1) < 1e-6
g_rmf = conductance(rmf, -U / 2)
assert abs(g_rmf - 0.25) < 1e-4
for e in (-8.0, -3.0):
    n0 = rmf(0.0, eps=e)[1]
    assert abs(conductance(rmf, e) - n0 * (1 - n0)) < 1e-4
    assert conductance(rmf, e) < g_rmf

# Worked example
unit_pA = const.e * (HGAMMA * 1e-3 * const.e) / const.hbar * 1e12
temperature = KT * 1e-3 * const.e / const.k
n_mf = rmf(20.0)[1]
print(f"level energy eps = {EPS:.1f} meV")
print(f"charging energy U = {U:.1f} meV")
print(f"kT = {KT:.2f} meV, T = {temperature:.3f} K")
print(f"hbar*gamma = {HGAMMA:.3f} meV")
print(f"full current e*gamma = {unit_pA:.1f} pA")
print(f"plateau current at 20 mV = {plateau * unit_pA:.1f} pA")
print(f"plateau/full = {plateau / full:.4f}")
print(f"exact entry rate = {rate_in:.3f} gamma")
print(f"exact exit rate = {rate_out:.3f} gamma")
print(f"true plateau: {2*EPS:.1f} to {2*(EPS+U):.1f} mV")
print(f"RMF ramp: {2*EPS:.1f} to {2*EPS+U:.1f} mV")
print("V (mV) | I in pA: master, RMF, UMF | I/(e*gamma): same order")
for v in (2.0, 6.0, 9.0, 12.0, 16.0, 20.0, 30.0):
    c = np.array([master(v)[0], rmf(v)[0], umf(v)[0]])
    p = c * unit_pA
    print(f"{v:5.1f} | {p[0]:6.1f} {p[1]:6.1f} {p[2]:6.1f}"
          f" | {c[0]:.4f} {c[1]:.4f} {c[2]:.4f}")
print(f"RMF crosses 2/3 of full current at {cross:.2f} mV")
print(f"RMF level at 9 mV = {EPS + U * rmf(9.0)[1]:.3f} meV")
print(f"RMF level at 20 mV = {EPS + U * n_mf:.3f} meV")
print(f"second addition energy eps+U = {EPS + U:.1f} meV")
print(f"20 mV, master: n = {n_me:.4f}, P2 = {p2_me:.1e}")
print(f"20 mV, RMF: n = {n_mf:.4f}, n^2 = {n_mf**2:.4f}")
print(f"9 mV, UMF: n_up = {umf(9.0)[1]:.4f}, n_dn = {umf(9.0)[2]:.1e}")
for t, (ws, wr) in widths.items():
    print(f"10-90% width, kT={t:.2f} meV: master {ws:.3f} mV, RMF {wr:.3f} mV")
print("Zero-bias conductance in e^2*gamma/kT:")
print(f"  master peak = {g_peak:.4f} at eps = {best.x:.3f} meV")
print(f"  master mid-valley (sequential only) = {g_valley:.2e}")
print(f"  RMF mid-valley = {g_rmf:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
level energy eps = 2.0 meV
charging energy U = 10.0 meV
kT = 0.10 meV, T = 1.160 K
hbar*gamma = 0.001 meV
full current e*gamma = 243.4 pA
plateau current at 20 mV = 162.3 pA
plateau/full = 0.6667
exact entry rate = 2.026 gamma
exact exit rate = 1.006 gamma
true plateau: 4.0 to 24.0 mV
RMF ramp: 4.0 to 14.0 mV
V (mV) | I in pA: master, RMF, UMF | I/(e*gamma): same order
  2.0 |    0.0    0.0    0.0 | 0.0000 0.0000 0.0000
  6.0 |  162.3   54.7  121.7 | 0.6666 0.2248 0.5000
  9.0 |  162.3  121.7  121.7 | 0.6667 0.5000 0.5000
 12.0 |  162.3  188.7  121.7 | 0.6667 0.7752 0.5000
 16.0 |  162.3  243.4  243.4 | 0.6667 1.0000 1.0000
 20.0 |  162.3  243.4  243.4 | 0.6667 1.0000 1.0000
 30.0 |  243.4  243.4  243.4 | 1.0000 1.0000 1.0000
RMF crosses 2/3 of full current at 10.81 mV
RMF level at 9 mV = 4.500 meV
RMF level at 20 mV = 7.000 meV
second addition energy eps+U = 12.0 meV
20 mV, master: n = 0.3333, P2 = 3.4e-10
20 mV, RMF: n = 0.5000, n^2 = 0.2500
9 mV, UMF: n_up = 0.5000, n_dn = 6.9e-12
10-90% width, kT=0.10 meV: master 0.879 mV, RMF 8.879 mV
10-90% width, kT=0.05 meV: master 0.439 mV, RMF 8.439 mV
Zero-bias conductance in e^2*gamma/kT:
  master peak = 0.1716 at eps = 0.035 meV
  master mid-valley (sequential only) = 1.93e-22
  RMF mid-valley = 0.2500
ALL CHECKS PASSED
```
